# Why trisilane reaches its high-pressure limit at lower pressure than silane: test program

```python
"""
Result under test: in the strong-collision Kassel model each added oscillator
lowers the pressure at which a unimolecular rate is half its high-pressure limit.
This is the largest reason why trisilane has a lower half pressure than silane.

s: number of oscillators; quantum: their common quantum (eV); m: threshold/quantum
p: quanta above threshold; A: prefactor (1/s); omega: collision frequency (1/s)
q = exp(-quantum/kT); lifetime = 1/k(p); F = k_uni/k_inf
Molecular parameters are rough typical values, not fitted or measured here.
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln

KB = const.k / const.e
T = 900.0
GRAIN = 0.01          # eV, energy grain of the unequal-frequency model
NGRAIN = 651


def kassel_rate(p, s, m, A):
    return A * np.exp(gammaln(p + m + 1) + gammaln(p + s)
                      - gammaln(p + 1) - gammaln(p + m + s))


def reacting_weights(s, q):
    mean, sd = s * q / (1 - q), math.sqrt(s * q) / (1 - q)
    p = np.arange(int(mean + 12 * sd - 45 / math.log(q)) + 10, dtype=float)
    logw = gammaln(p + s) - gammaln(p + 1) - gammaln(s) + p * math.log(q)
    w = np.exp(logw - logw.max())
    return p, w / w.sum()


def falloff(omega, w, k):
    return float(np.sum(w * omega / (omega + k)))


def omega_at(w, k, target=0.5):
    lo, hi = math.log(k.min()) - 1, math.log(k.max()) + 6
    return math.exp(brentq(lambda x: falloff(math.exp(x), w, k) - target,
                           lo, hi, xtol=1e-11))


def kassel_set(s, quantum, threshold, A, temp=T):
    m = round(threshold / quantum)
    assert abs(m * quantum - threshold) < 1e-9
    p, w = reacting_weights(s, math.exp(-quantum / (KB * temp)))
    return p, w, kassel_rate(p, s, m, A)


def kassel_half(s, quantum, threshold, A, temp=T):
    _, w, k = kassel_set(s, quantum, threshold, A, temp)
    return omega_at(w, k)


def collisions_per_torr(mol, temp=T):
    m1, m2 = mol["mass"], 28.014
    mu = m1 * m2 / (m1 + m2) * const.atomic_mass
    speed = math.sqrt(8 * const.k * temp / (math.pi * mu))
    area = math.pi * (mol["d"] * 1e-9) ** 2
    return area * speed * const.torr / (const.k * temp)


def steady_rate(pop, k, omega, joint, reservoir):
    """Steady rate from a collision matrix; reservoir levels stay thermal.
    joint[i,j]: equilibrium probability of the collisional pair i, j."""
    P = joint / pop[:, None]
    u = ~reservoir
    mat = np.diag(1 + k[u] / omega) - P[np.ix_(u, u)]
    y = np.ones(len(pop))
    y[u] = np.linalg.solve(mat, P[np.ix_(u, reservoir)].sum(axis=1))
    return float(np.sum(pop * k * y))


SIL = dict(name="silane", s=9, hv=0.17, E0=2.55, A=3e15, d=0.39,
           mass=28.085 + 4 * 1.008,
           modes=[27] * 4 + [12] * 2 + [11] * 3)
TRI = dict(name="trisilane", s=27, hv=0.085, E0=2.21, A=5e15, d=0.46,
           mass=3 * 28.085 + 8 * 1.008,
           modes=[27] * 4 + [12] * 2 + [11] * 3 + [27] * 4 + [11] * 2
           + [9] * 3 + [7] * 3 + [6] + [5] * 2 + [1] * 3)
MOLS = (SIL, TRI)
for mol in MOLS:
    assert len(mol["modes"]) == mol["s"]

# Counting formula against explicit enumeration of all quantum distributions
states = [c for c in itertools.product(range(8), repeat=4) if sum(c) == 7]
share = sum(c[0] >= 3 for c in states) / len(states)
assert abs(share - kassel_rate(4.0, 4, 3, 1.0)) < 1e-12

# Fall-off sum against a kinetic matrix with strong collisions
for mol in MOLS:
    s, m = mol["s"], round(mol["E0"] / mol["hv"])
    n = np.arange(m + 90, dtype=float)
    logf = gammaln(n + s) - gammaln(n + 1) - n * mol["hv"] / (KB * T)
    f = np.exp(logf - logf.max())
    f /= f.sum()
    k = np.zeros(len(n))
    k[m:] = kassel_rate(n[m:] - m, s, m, mol["A"])
    mol["kinf"] = mol["A"] * math.exp(-mol["E0"] / (KB * T))
    assert abs(np.sum(f * k) / mol["kinf"] - 1) < 1e-8
    mol["half"] = kassel_half(s, mol["hv"], mol["E0"], mol["A"])
    # tolerance: the formula neglects terms of relative size k_uni/omega
    got = steady_rate(f, k, mol["half"], np.outer(f, f), n < m / 2)
    assert abs(got / mol["kinf"] - 0.5) < 1e-3
    mol["energised"] = f[m:].sum()

# Lifetime inequality on adding one oscillator, by exact integer counting
for s, m in ((3, 4), (9, 15), (26, 26)):
    for top in range(30):
        flux = [math.comb(p + s - 1, s - 1) for p in range(top + 1)]
        old = sum(math.comb(p + m + s - 1, s - 1) for p in range(top + 1))
        assert 1 / kassel_rate(float(top), s + 1, m, 1.0) > old / sum(flux)

# F rises with s at every pressure; half frequency falls with threshold
grid = np.logspace(3, 13, 21)
previous = None
for s in range(2, 41):
    _, w, k = kassel_set(s, SIL["hv"], SIL["E0"], SIL["A"])
    now = np.array([falloff(x, w, k) for x in grid])
    assert previous is None or np.all(now > previous)
    previous = now
for s in (9, 27):
    ladder = [kassel_half(s, 0.17, 0.17 * m, 3e15) for m in range(5, 25)]
    assert np.all(np.diff(ladder) < 0)

# Very many oscillators: the half frequency tends to k_inf
huge = kassel_half(200000, SIL["hv"], SIL["E0"], SIL["A"])
assert abs(huge / SIL["kinf"] - 1) < 0.02   # remaining 1/s correction


# Classical limit: continuous energy x in units of kT
def classical_half(mol):
    x = np.linspace(1e-3, 140, 60001)
    w = np.exp((mol["s"] - 1) * np.log(x) - x - gammaln(mol["s"]))
    w /= w.sum()
    b = mol["E0"] / (KB * T)
    return omega_at(w, mol["A"] * (x / (x + b)) ** (mol["s"] - 1))


fine = kassel_half(9, SIL["E0"] / 40000, SIL["E0"], SIL["A"])
assert abs(fine / classical_half(SIL) - 1) < 0.01   # finite quantum size

# Attribution: change three properties in every order
factors = {"s": [], "hv": [], "E0": []}
for order in itertools.permutations(factors):
    cur = {key: SIL[key] for key in factors}
    before = kassel_half(cur["s"], cur["hv"], cur["E0"], SIL["A"])
    for key in order:
        cur[key] = TRI[key]
        after = kassel_half(cur["s"], cur["hv"], cur["E0"], SIL["A"])
        factors[key].append(after / before)
        before = after
Z = {mol["name"]: collisions_per_torr(mol) for mol in MOLS}
coll_factor = Z["silane"] / Z["trisilane"]
others = factors["hv"] + factors["E0"] + [TRI["A"] / SIL["A"], coll_factor]
assert min(abs(math.log(x)) for x in factors["s"]) > \
    max(abs(math.log(x)) for x in others)
assert max(factors["s"]) < 1 < min(factors["E0"])
control = kassel_half(9, SIL["hv"], TRI["E0"], TRI["A"]) / Z["trisilane"]
assert control > SIL["half"] / Z["silane"]


# Unequal-frequency model on an energy grid
def add_oscillator(rho, levels):
    out = np.zeros_like(rho)
    for level in levels:
        if level < len(rho):
            out[level:] += rho[:len(rho) - level]
    return out


def count_states(modes, anharmonic=False):
    rho = np.zeros(NGRAIN)
    rho[0] = 1
    for g in modes:
        levels = range(0, NGRAIN, g)
        if anharmonic and g == 27:   # Morse stretch, 0.0043 eV anharmonicity
            levels = [round(27 * v - 0.43 * v * (v - 1)) for v in range(32)]
        rho = add_oscillator(rho, levels)
    return rho


ENERGY = GRAIN * np.arange(NGRAIN)


def grouped_rates(rho, E0, A):
    e0 = round(E0 / GRAIN)
    k = np.zeros(NGRAIN)
    ok = rho[e0:] > 0
    k[e0:][ok] = A * rho[:NGRAIN - e0][ok] / rho[e0:][ok]
    f = rho * np.exp(-ENERGY / (KB * T))
    return f / f.sum(), k


def grouped_half(rho, E0, A):
    f, k = grouped_rates(rho, E0, A)
    use = (k > 0) & (f > 0)
    w = f[use] * k[use]
    return omega_at(w / w.sum(), k[use])


chain = [grouped_half(count_states(TRI["modes"][:j]), SIL["E0"], SIL["A"])
         for j in range(9, 28)]
assert np.all(np.diff(chain) < 0)


# Weak collisions: exponential energy steps, normalised, detailed balance
def weak_half(mol, length=0.03):
    f, k = grouped_rates(count_states(mol["modes"]), mol["E0"], mol["A"])
    use = f > 0
    f, k, e = f[use], k[use], ENERGY[use]
    kernel = np.exp(-np.abs(e[:, None] - e[None, :]) / length)
    d = np.sqrt(f)
    for _ in range(300):
        d = np.sqrt(d * f / (kernel @ d))
    joint = d[:, None] * kernel * d[None, :]
    assert np.max(np.abs(joint.sum(axis=1) / f - 1)) < 1e-6
    near = np.abs(e - mol["E0"]) < 0.2
    drop = np.maximum(e[:, None] - e[None, :], 0)
    down = joint * (drop > 0)
    step = np.sum((down * drop)[near]) / np.sum(down[near])

    def ratio(omega, cut=1.0):
        return steady_rate(f, k, omega, joint, e < cut) / mol["kinf"]

    assert abs(ratio(1e19) - 1) < 1e-3
    start = math.log(mol["grouped"])
    half = math.exp(brentq(lambda x: ratio(math.exp(x)) - 0.5,
                           start - 1, start + 12, xtol=1e-6))
    # the chosen edge of the thermal reservoir must not matter
    assert abs(ratio(half, 0.7) / ratio(half) - 1) < 0.02
    return half, step


print(f"Temperature {T:.0f} K; kT = {KB*T:.5f} eV; bath gas N2")
for mol in MOLS:
    name, z = mol["name"], Z[mol["name"]]
    p, w, k = kassel_set(mol["s"], mol["hv"], mol["E0"], mol["A"])
    mean = float(np.sum(w * p))
    near = round(mean)
    mol["grouped"] = grouped_half(count_states(mol["modes"]), mol["E0"], mol["A"])
    anh = grouped_half(count_states(mol["modes"], True), mol["E0"], mol["A"])
    weak, step = weak_half(mol)
    assert weak > mol["grouped"]
    mol["P"] = {"Kassel": mol["half"] / z, "classical": classical_half(mol) / z,
                "grouped": mol["grouped"] / z, "anharmonic": anh / z,
                "weak": weak / z}
    gm = GRAIN * math.exp(np.mean(np.log(mol["modes"])))
    print(f"{name}: s = {mol['s']}, quantum = {mol['hv']} eV, "
          f"threshold = {mol['E0']} eV, m = {round(mol['E0']/mol['hv'])}")
    print(f"  A = {mol['A']:.1e} 1/s, diameter with N2 = {mol['d']} nm, "
          f"mass = {mol['mass']:.3f} u")
    print(f"  q = {math.exp(-mol['hv']/(KB*T)):.4f}, k_inf = {mol['kinf']:.4g} 1/s, "
          f"thermal fraction above threshold = {mol['energised']:.3e}")
    print(f"  mean reacting energy above threshold = {mean*mol['hv']:.3f} eV "
          f"({mean:.2f} quanta)")
    print(f"  lifetime at p = {near}: {1/k[near]:.3e} s")
    print(f"  half-fall-off frequency = {mol['half']:.3e} 1/s, "
          f"central lifetime = {1/mol['half']:.3e} s")
    print(f"  collision frequency per Torr = {z:.3e} 1/(s Torr)")
    print(f"  HALF-FALL-OFF PRESSURE = {mol['P']['Kassel']:.4g} Torr")
    print(f"  pressure for 90 % of limit = {omega_at(w, k, 0.9)/z:.4g} Torr")
    print(f"  k_uni/k_inf at 10 Torr = {falloff(10*z, w, k):.4f}")
    temps = [kassel_half(mol["s"], mol["hv"], mol["E0"], mol["A"], t)
             / collisions_per_torr(mol, t) for t in (800.0, 1000.0)]
    print(f"  half pressure at 800 K, 1000 K = {temps[0]:.4g}, {temps[1]:.4g} Torr")
    print(f"  geometric-mean quantum of grouped modes = {gm:.4f} eV")
    print(f"  half pressure, classical Kassel = {mol['P']['classical']:.4g} Torr")
    print(f"  half pressure, grouped modes = {mol['P']['grouped']:.4g} Torr; "
          f"anharmonic = {mol['P']['anharmonic']:.4g} Torr")
    print(f"  half pressure, grouped + weak collisions = {mol['P']['weak']:.4g} Torr")
    print(f"  mean downward step = {step:.4f} eV, "
          f"collision efficiency = {mol['grouped']/weak:.4f}")

print("Half-pressure ratios silane/trisilane:")
for key in SIL["P"]:
    ratio = SIL["P"][key] / TRI["P"][key]
    assert ratio > 1
    print(f"  {key}: {ratio:.4g}")
print("Factors in half pressure, silane to trisilane (range over orders):")
for key, label in (("s", "oscillators 9 to 27"), ("hv", "softer quantum"),
                   ("E0", "lower threshold")):
    print(f"  {label}: {min(factors[key]):.4g} to {max(factors[key]):.4g}")
print(f"  prefactor: {TRI['A']/SIL['A']:.4f}; collision rate: {coll_factor:.4f}")
print(f"Control, trisilane with 9 modes and silane quantum: {control:.4g} Torr")
p9, w9, k9 = kassel_set(9, 0.17, 2.55, SIL["A"])
p27, w27, k27 = kassel_set(27, 0.17, 2.55, SIL["A"])
mean27 = round(float(np.sum(w27 * p27)))
print("Silane parameters, only s changed from 9 to 27:")
print(f"  lifetime at p = 1: {1/k9[1]:.3e} s to {1/k27[1]:.3e} s")
print(f"  lifetime for s = 27 at its own mean, p = {mean27}: {1/k27[mean27]:.3e} s")
print(f"  half frequency: {omega_at(w9, k9):.3e} to {omega_at(w27, k27):.3e} 1/s")
print(f"  half frequency/k_inf for s = 200000: {huge/SIL['kinf']:.4f}")
print(f"Grouped modes, 18 added to silane: half-frequency factor "
      f"{chain[-1]/chain[0]:.4g}")
wigner = 1 + (0.12 / (KB * T)) ** 2 / 24
print(f"Wigner tunnelling factor, 0.12 eV barrier quantum: {wigner:.4f}")
print("all assertions hold")
```

Output:

```
Temperature 900 K; kT = 0.07756 eV; bath gas N2
silane: s = 9, quantum = 0.17 eV, threshold = 2.55 eV, m = 15
  A = 3.0e+15 1/s, diameter with N2 = 0.39 nm, mass = 32.117 u
  q = 0.1117, k_inf = 15.77 1/s, thermal fraction above threshold = 1.065e-09
  mean reacting energy above threshold = 0.192 eV (1.13 quanta)
  lifetime at p = 1: 2.724e-11 s
  half-fall-off frequency = 3.228e+10 1/s, central lifetime = 3.098e-11 s
  collision frequency per Torr = 5.786e+06 1/(s Torr)
  HALF-FALL-OFF PRESSURE = 5579 Torr
  pressure for 90 % of limit = 1.114e+05 Torr
  k_uni/k_inf at 10 Torr = 0.0039
  half pressure at 800 K, 1000 K = 3465, 8915 Torr
  geometric-mean quantum of grouped modes = 0.1672 eV
  half pressure, classical Kassel = 1732 Torr
  half pressure, grouped modes = 3.358e+04 Torr; anharmonic = 3.027e+04 Torr
  half pressure, grouped + weak collisions = 2.505e+05 Torr
  mean downward step = 0.0407 eV, collision efficiency = 0.1341
trisilane: s = 27, quantum = 0.085 eV, threshold = 2.21 eV, m = 26
  A = 5.0e+15 1/s, diameter with N2 = 0.46 nm, mass = 92.319 u
  q = 0.3342, k_inf = 2106 1/s, thermal fraction above threshold = 9.822e-03
  mean reacting energy above threshold = 1.152 eV (13.55 quanta)
  lifetime at p = 14: 1.426e-08 s
  half-fall-off frequency = 4.321e+07 1/s, central lifetime = 2.314e-08 s
  collision frequency per Torr = 6.716e+06 1/(s Torr)
  HALF-FALL-OFF PRESSURE = 6.434 Torr
  pressure for 90 % of limit = 267.5 Torr
  k_uni/k_inf at 10 Torr = 0.5579
  half pressure at 800 K, 1000 K = 1.394, 24.25 Torr
  geometric-mean quantum of grouped modes = 0.0949 eV
  half pressure, classical Kassel = 4.349 Torr
  half pressure, grouped modes = 14.05 Torr; anharmonic = 13.67 Torr
  half pressure, grouped + weak collisions = 927.3 Torr
  mean downward step = 0.0379 eV, collision efficiency = 0.0152
Half-pressure ratios silane/trisilane:
  Kassel: 867.1
  classical: 398.3
  grouped: 2390
  anharmonic: 2215
  weak: 270.1
Factors in half pressure, silane to trisilane (range over orders):
  oscillators 9 to 27: 0.0002735 to 0.001045
  softer quantum: 0.2932 to 0.4414
  lower threshold: 2.302 to 6.921
  prefactor: 1.6667; collision rate: 0.8615
Control, trisilane with 9 modes and silane quantum: 1.844e+04 Torr
Silane parameters, only s changed from 9 to 27:
  lifetime at p = 1: 2.724e-11 s to 2.056e-06 s
  lifetime for s = 27 at its own mean, p = 3: 9.392e-08 s
  half frequency: 3.228e+10 to 1.278e+07 1/s
  half frequency/k_inf for s = 200000: 1.0040
Grouped modes, 18 added to silane: half-frequency factor 4.655e-05
Wigner tunnelling factor, 0.12 eV barrier quantum: 1.0998
all assertions hold
```
